# Homogeneous Half-Loop Nucleation in a Film at One Percent Mismatch

## Problem

A silicon-germanium film with about one quarter germanium is grown by chemical vapour deposition on a 300 mm Si(001) wafer. The film is 50 nm thick, its mismatch is about 1 %, and it spends 600 s at 873 K. Its surface is taken to be flat and free of defects.

A misfit dislocation can start as a half-loop that enters from the free surface on an inclined {111} plane. Take the dislocation line tension as $\lambda=10$ eV/nm and the resolved driving force as $f=1.8$ eV/nm². The first is an energy per length of line, the second the energy released per slipped area.

1. Find the critical radius and the energy barrier of a semicircular half-loop, and show that no other shape offers a lower barrier.
2. Show that the given $f$ fits a mismatch of 1 %.
3. Decide whether thermal fluctuations can produce one such loop anywhere on the wafer.
4. Find how far the answer moves when the line energy depends on loop size, when the loop is a partial dislocation, and when a surface step is made or removed.

Use these assumed, silicon-like values: $a=0.543$ nm, $C_{11}=166$ GPa, $C_{12}=64$ GPa, shear modulus $G=66$ GPa, Poisson ratio $\nu=0.22$, stacking-fault energy 0.06 J/m² (0.374 eV/nm² after conversion) and surface energy 1.4 J/m² (8.74 eV/nm²).

## Solution

### 1. The barrier

Let $R$ be the loop radius, measured in the glide plane. The dislocation line is the semicircular arc, of length $\pi R$. The straight chord lies in the free surface and carries no dislocation line. The slipped area is $\pi R^2/2$, so

$$E(R)=\pi R\lambda-\frac{\pi R^2}{2}f .$$

The first term is the cost of the line, the second the strain energy released by slip. With $\lambda$ and $f$ constant,

$$\frac{dE}{dR}=\pi\lambda-\pi Rf=0\quad\Rightarrow\quad R^*=\frac{\lambda}{f},\qquad \frac{d^2E}{dR^2}=-\pi f<0 .$$

The stationary point is a maximum: smaller loops shrink and larger ones grow. Inserting $R^*$ gives

$$E^*=\frac{\pi\lambda^2}{f}-\frac{\pi\lambda^2}{2f}=\frac{\pi\lambda^2}{2f}.$$

The numbers are

$$R^*=\frac{10}{1.8}=5.56\ \text{nm},\qquad E^*=\frac{\pi\times 100}{2\times1.8}=87\ \text{eV}.$$

**Other shapes.** Let a curve with both ends on the surface have length $L$ and enclose the area $S$. Reflection in the surface line gives a closed curve of length $2L$ and area $2S$. The isoperimetric inequality, $(\text{length})^2\ge4\pi(\text{area})$, then reads

$$(2L)^2\ge 4\pi(2S)\quad\Rightarrow\quad L\ge\sqrt{2\pi S},$$

with equality for the semicircle. Any loop of area $S$ therefore has an energy of at least $\lambda\sqrt{2\pi S}-fS$. A loop that grows continuously from nothing to a large size must pass through the area $S^*=\pi R^{*2}/2$. There its energy is at least

$$\lambda\pi R^*-\frac{\pi R^{*2}}{2}f=E^* .$$

No sequence of shapes avoids the barrier, and the semicircle attains it.

A closed circular loop inside the crystal has energy $2\pi R\lambda-\pi R^2f$, which is twice $E(R)$ at every radius. Its barrier is 175 eV, so the surface is the easier place to start.

### 2. The driving force

Let the in-plane strain be $\varepsilon$ along both cube axes of the (001) film. The free surface requires zero normal stress:

$$C_{11}\varepsilon_z+2C_{12}\varepsilon=0\quad\Rightarrow\quad\varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The in-plane stress is then

$$\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.$$

At 1 % the magnitude of the stress is 1.81 GPa.

Take the glide plane with normal $\mathbf n=[111]/\sqrt3$ and the Burgers vector $\mathbf b=\frac a2[10\bar1]$, of length $b=a/\sqrt2=0.384$ nm. The stress tensor is diagonal with entries $(\sigma,\sigma,0)$, so the traction on the plane is $\sigma(1,1,0)/\sqrt3$. The work per slipped area is its product with $\mathbf b$:

$$f=\frac{|\sigma|a}{2\sqrt3}=\frac{1.81\times10^{9}\times0.543\times10^{-9}}{3.46}\ \frac{\text J}{\text m^2}=0.28\ \frac{\text J}{\text m^2}.$$

In the units of the problem this is 1.77 eV/nm². The modulus sign means that the sense of slip is chosen to relax the film, whether it is compressed or stretched. The given 1.8 eV/nm² therefore belongs to a mismatch of about 1 %.

The critical loop must also fit in the film. The {111} plane makes an angle with the surface whose cosine is $1/\sqrt3$, so a loop of radius $R$ reaches the depth $R\sqrt{2/3}$. For $R^*$ this is 4.5 nm, well inside 50 nm. In a film thinner than this depth, the loop would meet the interface before becoming critical, and the formula would not apply.

### 3. The thermal test

Let each surface atom be a possible site, tried at the frequency $\nu_0=10^{13}$ s⁻¹. Each site also has eight slip systems on which the stress does work. Counting them separately would raise the limit found below by only $k_BT\ln 8=0.16$ eV, so they are left out. An (001) surface has two atoms per area $a^2$, which gives $N=4.79\times10^{17}$ sites on the wafer. The expected number of events in time $t$ is

$$n=N\nu_0t\,e^{-E^*/k_BT}.$$

Setting $n=1$ and taking the logarithm gives the largest barrier that can be crossed about once:

$$E_{\text{lim}}=k_BT\ln(N\nu_0t)=0.0752\ \text{eV}\times77.0=5.8\ \text{eV}.$$

The estimated barrier is 15 times larger. In units of $k_BT$ it is 1160, so

$$\log_{10}n=\frac{77.0-1160}{2.303}=-470 .$$

The exponent should not be read as a precise prediction, but the conclusion does not depend on its details. A tenfold error in $N\nu_0t$ moves the limit by $k_BT\ln10=0.17$ eV. With $\lambda$ and $f$ held fixed, one event would need a temperature of about 13 000 K, at which no crystal would remain.

The barrier in the exponent should be the free energy at the growth temperature. If all elastic moduli soften by an assumed 5 %, $\lambda$ and $f$ both fall by 5 %. Since $E^*\propto\lambda^2/f$, the barrier also falls by 5 %, to 83 eV.

### 4a. A line energy that depends on size

The strain field of a dislocation extends over a distance comparable with the loop size, so $\lambda$ grows with $R$. To estimate this growth, use the energy of a straight dislocation between a core radius $r_c$ and an outer radius $R$.

For a screw dislocation the shear stress is $Gb/(2\pi r)$, and the energy density is the stress squared over $2G$. Hence

$$\int_{r_c}^{R}\frac{1}{2G}\left(\frac{Gb}{2\pi r}\right)^2 2\pi r\,dr=\frac{Gb^2}{4\pi}\ln\frac R{r_c}.$$

For an edge dislocation in an isotropic solid, with $D=Gb/[2\pi(1-\nu)]$, the stresses are $\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r$ and $\sigma_{r\theta}=D\cos\theta/r$. The plane-strain energy density is

$$w=\frac{(1-\nu)(\sigma_{rr}^2+\sigma_{\theta\theta}^2)-2\nu\sigma_{rr}\sigma_{\theta\theta}+2\sigma_{r\theta}^2}{4G}
=\frac{D^2}{2Gr^2}\left[(1-2\nu)\sin^2\theta+\cos^2\theta\right].$$

The angular integral of the bracket is $2\pi(1-\nu)$. The energy per length is therefore

$$\frac{\pi D^2(1-\nu)}{G}\ln\frac{R}{r_c}=\frac{Gb^2}{4\pi(1-\nu)}\ln\frac R{r_c}.$$

Around a semicircle the squared edge and screw components of $\mathbf b$ each average to $b^2/2$. The mean line energy is thus

$$\lambda(R)=A\ln\frac R{r_c},\qquad A=\frac{Gb^2}{8\pi}\left(1+\frac1{1-\nu}\right)=\frac{Gb^2(2-\nu)}{8\pi(1-\nu)}=5.51\ \text{eV/nm}.$$

This leaves out the interaction between different parts of the curved line and the elastic effect of the free surface. It also keeps the semicircle, although edge and screw parts of the line cost different amounts. At a fixed logarithm, the best shape lowers the barrier by only about 2 %. The two omitted elastic terms are proportional to $R$, so they add a constant to the logarithm: $\lambda=A\ln(cR/r_c)$, with $c$ of order one and not determined here. Every core radius quoted below is therefore an effective cutoff, $r_c/c$, not a measured core width. The estimate serves to size the correction.

Now $E=\pi RA\ln(R/r_c)-\pi R^2f/2$, and its derivative vanishes when

$$A\ln\frac{R}{r_c}+A-fR=0\quad\Rightarrow\quad fR=\lambda_*+A,$$

where $\lambda_*$ is the line energy at the saddle. Substitution gives

$$E^*=\pi R\left(\lambda_*-\frac{\lambda_*+A}{2}\right)=\frac{\pi R(\lambda_*-A)}{2}=\frac{\pi(\lambda_*^2-A^2)}{2f}.$$

For $A\to0$ at fixed $\lambda_*$ the constant-tension result returns. If 10 eV/nm is the value at the saddle, the barrier is 61 eV instead of 87 eV. The critical radius becomes $(10+5.51)/1.8=8.6$ nm.

This choice implies $r_c=8.6\,e^{-10/5.51}=1.4$ nm, nearly four Burgers vectors. A core radius of one or two Burgers vectors gives larger line energies, and barriers of 318 or 165 eV. Within this elastic estimate, the given line tension is on the low side, which favours nucleation. Smaller core radii raise the barrier further: $r_c=b/4$ gives about 720 eV. The figure of 87 eV is therefore an estimate for the stated $\lambda$. The true barrier may be several times larger, but it may also be smaller: with $c=1/2$, a core of $2b$ would act as one of $4b$, and the barrier would fall below 61 eV.

### 4b. Partial dislocations

A perfect dislocation can split into two partials:

$$\tfrac a2[10\bar1]=\tfrac a6[2\bar1\bar1]+\tfrac a6[11\bar2].$$

Each has length $a/\sqrt6=0.222$ nm, so its $b^2$ is one third of the perfect value. The average over edge and screw parts around a semicircle is the same for every Burgers vector in the glide plane. With the same logarithm, the line tension is therefore 3.33 eV/nm. The first partial leaves a stacking fault, whose energy must be subtracted from the driving force.

The crystal structure decides which partial can go first. Adjacent close-packed layers (pairs of atomic layers in silicon) are offset in the plane by $\mathbf p=\frac a6[11\bar2]$. Moving the upper part by $-\mathbf p$ puts one layer directly above the other, which is a high-energy stacking. Moving it by $+\mathbf p$ reaches the other hollow site. By threefold symmetry the allowed first slips are

$$\tfrac a6[11\bar2],\qquad \tfrac a6[1\bar21],\qquad \tfrac a6[\bar211].$$

For a slip $\mathbf d$ the work per area is $\sigma(d_x+d_y)/\sqrt3$. It equals $+\sigma a/(3\sqrt3)$ for the first vector and $-\sigma a/(6\sqrt3)$ for the other two. These are two thirds and one third of the perfect value in magnitude, with opposite signs.

A film in tension ($\sigma>0$) therefore drives the first vector. It is perpendicular to the surface chord $[1\bar10]$ and is called the 90° partial. A film in compression drives the other two, which make 30° with the chord. The net forces are

$$f_{90}=\tfrac23(1.8)-0.374=0.826\ \text{eV/nm}^2,\qquad
f_{30}=\tfrac13(1.8)-0.374=0.226\ \text{eV/nm}^2 .$$

With constant tension, $\pi\lambda^2/(2f)$ gives 21 eV for the tensile film and 77 eV for the compressed one. The stacking fault removes most of the advantage of the smaller Burgers vector in compression, but not in tension.

The size-dependent line energy lowers these values further if 3.33 eV/nm is the value at the saddle. Both $\lambda_*$ and $A$ are divided by three, so the factor $1-A^2/\lambda_*^2=0.70$ is the same as before. The barriers become 15 eV in tension and $0.70\times77=54$ eV in compression. The compressed loop then has the critical radius $(3.33+1.84)/0.226=22.9$ nm and reaches a depth of 19 nm, still inside the film. Its implied core radius is 3.7 nm, far too large for a real core. A smaller core raises the barrier, so 54 eV is a low estimate. With a core radius of two partial Burgers vectors the barrier is about 480 eV, and the loop still fits in the film. With a quarter of one, it would meet the interface before becoming critical, and the formula would no longer apply. The tensile value, 14.7 eV before rounding, gives $\log_{10}n=-51$.

The tensile value depends strongly on the core radius. Fixing 3.33 eV/nm at the saddle implies $r_c=1.0$ nm. If the 1.4 nm found for the perfect loop is kept instead, the condition $fR=\lambda_*+A/3$ gives $R=5.1$ nm and $\lambda_*=2.37$ eV/nm, and the barrier $\pi R(\lambda_*-A/3)/2$ is only about 4 eV, below the thermal limit. That core radius is more than six partial Burgers vectors. With two partial Burgers vectors the same equations give about 51 eV.

### 4c. Surface steps

Slip also changes the surface along the chord, of length $2R$. If a step costs energy $s$ per length, then

$$\pi R\lambda\pm2Rs=\pi R\left(\lambda\pm\frac{2s}{\pi}\right),$$

with the plus sign for a new step and the minus sign for the removal of an existing one. For a semicircle, the earlier formulas hold with this effective tension. With constant tension, the semicircle is then no longer the best shape, and the barriers below are somewhat too high: the best circular arc gives 119 eV for a new step and 55 eV for a removed one, in place of the 123 and 58 eV found below.

For a deliberately large $s$, charge the full surface energy to the ledge. Its width is the part of $\mathbf b$ perpendicular to the chord, $a\sqrt{3/8}=0.333$ nm, so $s=8.74\times0.333=2.91$ eV/nm. For the perfect dislocation with constant tension, creating the step raises the barrier to about 123 eV, and removing one lowers it to 58 eV.

A flat surface has no step to remove, so this effect strengthens the exclusion there. A stepped surface in tension is different. The 90° partial changes the surface height by $a/3$, while steps on (001) are multiples of $a/4$ high, so it can reduce a step but not remove it exactly. Crediting it with its full ledge, $s=8.74\times0.222=1.94$ eV/nm, gives an effective tension of $3.33-2(1.94)/\pi=2.10$ eV/nm. The constant-tension barrier of a semicircle is then 8.4 eV, and the best arc lowers it to 6.4 eV. With the size-dependent line energy and $A/3=1.84$ eV/nm, the barrier of the semicircle becomes

$$\frac{\pi(2.10^2-1.84^2)}{2\times0.826}\approx2\ \text{eV},$$

which is below the thermal limit. The step energy used is intentionally large, so this is not a prediction that steps nucleate dislocations. The result also depends on the core: 3.33 eV/nm at the saddle here implies a core radius of 0.78 nm, or 3.5 partial Burgers vectors. With two partial Burgers vectors, the same equations give about 21 eV for the semicircle, well above the limit. For a stepped film in tension, this estimate therefore gives no firm answer unless the core radius is known.

### Cases compared

All rows hold the mismatch near 1 % and the temperature at 873 K. The thermal limit is 5.8 eV.

| Loop at the surface | $\lambda$ at saddle (eV/nm) | $f$ (eV/nm²) | Barrier (eV) |
|---|---:|---:|---:|
| Perfect, constant $\lambda$ | 10 | 1.8 | 87 |
| Perfect, size-dependent $\lambda$ | 10 | 1.8 | 61 |
| Perfect, $r_c=2b$ | 14.8 | 1.8 | 165 |
| 30° partial, compression, constant $\lambda$ | 3.33 | 0.226 | 77 |
| 90° partial, tension, constant $\lambda$ | 3.33 | 0.826 | 21 |
| 90° partial, tension, size-dependent $\lambda$ | 3.33 | 0.826 | 15 |

### What the estimate means for a real film

Every flat-surface case in the table lies well above the thermal limit. For the compressed film of the problem, the lowest value found above is 54 eV, for a partial with an implied core radius of 3.7 nm. The tensile rows would describe, for example, silicon on a relaxed alloy with about one quarter germanium. Within these models, thermal nucleation at a flat surface is ruled out for both films unless the dislocation core is taken to be very wide. With the size-dependent line energy, the barrier falls to the thermal limit at a core radius of about 2.1 nm for the perfect loop, and about 1.3 nm for the 90° partial in tension. Each is about six Burgers vectors of the dislocation concerned. These are effective cutoffs: if the omitted elastic terms gave $c=1/2$, the corresponding core radii would be about three Burgers vectors, and the margin for the tensile partial would be much thinner.

This does not mean that a film at 1 % mismatch must stay free of misfit dislocations. Real wafers break the assumption of a perfect surface: they can contain particles, pits, steps and dislocations inherited from the substrate. An inherited dislocation that already crosses the film can glide and lay down misfit line without nucleating a loop. The barrier calculated here then has no bearing on the relaxation rate. Where relaxation is seen under these conditions, the estimate points to such sources.

The exclusion also cannot be carried to large mismatch. With constant tension, $E^*\propto1/f$, and the barrier would reach 5.8 eV at about 15 times the present force. The critical radius would then be $5.56/15=0.37$ nm, smaller than a Burgers vector, where a line-tension model has no meaning. The size-dependent model for a perfect loop reaches the thermal limit at 4.8 % mismatch for $r_c=b$ and at 2.6 % for $r_c=2b$. This spread shows how strongly the threshold depends on the core, and partials in a tensile film could lower it further. At several percent mismatch, an atomistic calculation of the barrier is needed. The numerical output lists the main values. Its greatest loop depth leaves out two cases with size-dependent line energy: the perfect loop with $r_c=b/4$, which reaches 16 nm, and the compressed partial, which reaches 19 nm or more, depending on its core radius.

## Calculated quantities

```
Line tension: 10 eV/nm
Driving force: 1.8 eV/nm^2
Critical radius: 5.56 nm
Barrier, half-loop: 87.27 eV
Barrier, closed loop in bulk: 174.5 eV
Shape ratio length^2/area, polygon minimum: 6.2961
Shape ratio, semicircle: 6.2832
Mismatch: 1 %
Lattice parameter: 0.543 nm
C11: 166 GPa
C12: 64 GPa
Biaxial modulus: 180.7 GPa
Film stress: 1.81 GPa
Burgers vector: 0.384 nm
Driving force from elasticity: 1.77 eV/nm^2
Temperature: 873 K
Thermal energy kT: 0.0752 eV
Wafer diameter: 300 mm
Growth time: 600 s
Attempt frequency: 1.0e+13 1/s
Surface sites on wafer: 4.79e+17
ln(sites*frequency*time): 77.0
Thermal limit for one event: 5.80 eV
Barrier / kT: 1160
log10 expected events: -470
Temperature needed for one event: 13145 K
Film thickness: 50 nm
Depth of critical loop: 4.54 nm
Greatest loop depth among variants: 12.1 nm
Shear modulus: 66 GPa
Poisson ratio: 0.22
Logarithmic prefactor A: 5.51 eV/nm
Barrier, log energy, 10 eV/nm at saddle: 60.7 eV
Core cutoff 1 b: radius 14.1 nm, tension 19.9 eV/nm, barrier 318 eV
Core cutoff 1 b: mismatch at thermal limit 4.8 %
Core cutoff 2 b: radius 11.3 nm, tension 14.8 eV/nm, barrier 165 eV
Core cutoff 2 b: mismatch at thermal limit 2.6 %
Partial Burgers vector: 0.222 nm
Partial line tension: 3.33 eV/nm
Stacking-fault energy: 0.374 eV/nm^2
Net force, 90-degree partial (tension): 0.826 eV/nm^2
Net force, 30-degree partial (compression): 0.226 eV/nm^2
Barrier, 90-degree partial (tension): 21.1 eV
Barrier, 30-degree partial (compression): 77.4 eV
Lowest homogeneous barrier (tension, log): 14.7 eV
log10 expected events, lowest barrier: -51
Surface energy: 8.74 eV/nm^2
Step energy ceiling: 2.91 eV/nm
Barrier, step created: 122.5 eV
Barrier, existing step removed: 58.0 eV
Barrier, tensile partial removing step: 8.4 eV
Assumed modulus softening: 5 %
Barrier with softened moduli: 82.9 eV
```
